# TR-BDF2 for a Switching Half-Bridge: Charge, Events and Ringing

Let a ringing mode obey $\dot m=\lambda m$ with $\lambda=-\alpha+i\omega$, and let a one-step method with step $h$ multiply $m$ by a factor $R$ per step. The method changes $m$ by combining multiples of $h\dot m$, and $h\dot m=zm$ with the dimensionless product $z=\lambda h$. So $R=R(z)$, and the simulated decay rate and frequency are

$$-\alpha_{\rm num}+i\omega_{\rm num}=\frac{\ln R(\lambda h)}{h}.$$

A method with real coefficients satisfies $R(\bar z)=\overline{R(z)}$, so $\ln R$ has a real power series. If the method is of second order, the series is

$$\ln R=z+c_3z^3+c_4z^4+\dots$$

For a lossless mode, $z=i\omega h$: odd powers are imaginary and shift the frequency, while even powers are real and change the amplitude. For such a mode, numerical damping or growth can therefore appear at $h^4$ per step at the earliest. With physical loss, the cubic term also acquires a real part, proportional to $\alpha\omega^2h^3$, so numerical damping cannot be a property of the method alone. It remains to choose the method, find $c_3$ and $c_4$, and make sure that nothing else in the simulation spoils second order.

## The circuit

A supply $V_B$ drives two switches in series through a loop inductance $L$ and resistance $R_\ell$. The loop current $i$ flows from the supply into the high-side device, and a constant load current $I_0$ leaves the node between the switches. With device voltages $v_H,v_L$, channel currents $i_H,i_L$ and stored output charge $Q(v)$, Kirchhoff's laws give

$$\dot Q(v_H)=i-i_H,\qquad \dot Q(v_L)=i-I_0-i_L,$$
$$L\,\dot i=V_B-R_\ell i-v_H-v_L .$$

The charge model and its capacitance are

$$Q=C_av+C_bV_0\arctan\frac{v}{V_0},\qquad C=\frac{dQ}{dv}=C_a+\frac{C_b}{1+(v/V_0)^2}.$$

A device that is on carries $I_{\rm sat}\tanh[v/(R_{\rm on}I_{\rm sat})]$. A device that is off carries nothing above $-V_f$ and $(v+V_f)/R_{\rm rev}$ below it. Gate commands act at once.

The example uses round values: $V_B=400$ V, $I_0=10$ A, $L=5$ nH, $R_\ell=0.2\ \Omega$, $C_a=0.1$ nF, $C_b=0.9$ nF, $V_0=50$ V, $R_{\rm on}=0.1\ \Omega$, $I_{\rm sat}=30$ A, $V_f=2$ V and $R_{\rm rev}=0.2\ \Omega$. In ns, V and A, charge comes out in nC and inductance in nH without conversion factors.

## First fault: stepping the voltages

The naive scheme divides by the capacitance and integrates $\dot v=(\text{current})/C(v)$. To see what it loses, take the dead time, when both channels are off. Subtracting the two charge equations removes $i$:

$$\frac{d}{dt}\left[Q(v_H)-Q(v_L)\right]=i-(i-I_0)=I_0 .$$

This is the charge balance of the switch node. A second-order method makes an error of order $h^3$ in each $v$ per step. The balance is a nonlinear function of the voltages and inherits that error; over $T/h$ steps the defect is in general of order $h^2$.

If the charges themselves are stepped, the balance is a linear combination of the unknowns, and its rate is the constant $I_0$. A method whose quadrature weights sum to one then reproduces $I_0\Delta t$ whatever the step. The cure is to take $m=(Q_H,Q_L,Li)$ as the stepped quantity and to use the voltages only as the variables in which each implicit equation is solved.

In the example the high side turns off at 5 ns, and the dead time ends when $v_L$ has fallen to 40 V. The load removes about $10\ \text{A}\times17.012\ \text{ns}=170.12$ nC. With voltages stepped, the node defect is $9.15\times10^{-4}$ nC at $h=0.1$ ns and $2.28\times10^{-4}$ nC at 0.05 ns, a ratio of four. With charges stepped it is below $2\times10^{-12}$ nC at both steps, which is rounding.

At $h=0.1$ ns the voltage-form defect is only about five parts in a million of the charge moved. In this circuit a conducting channel resets the node voltage every cycle, so the defect has little chance to build up. A node without such a path lacks that protection.

## Second fault: the trapezoidal rule on stiff modes

The trapezoidal rule has $R=(1+z/2)/(1-z/2)$. It does not damp a lossless oscillation, but $R\to-1$ as $z\to-\infty$, so a fast decaying mode turns into a slowly fading alternation of sign. Such a mode is present. At 10 A the high-side channel has the slope conductance $g=(1-1/9)/R_{\rm on}=8.9$ S across about 1 nF, a decay rate near 9 per ns, far faster than the ringing. At $h=2$ ns the trapezoidal rule would multiply this mode by about $-0.8$ per step. Below about 0.2 ns, where $|z|<2$, the factor is positive and the fault does not show. At 0.6 ns it is about $-0.45$, so in this circuit the alternation is slow only at steps too coarse for the ringing. The switching runs below use steps of 0.1 ns or less and do not exercise this fault.

The remedy is to follow a trapezoidal stage of length $\gamma h$ by a backward-difference stage. Let $F=\dot m$, and let subscripts $n$, $\gamma$ and 1 denote the times $t_n$, $t_n+\gamma h$ and $t_n+h$. We seek

$$hF_1=Am_1+Bm_\gamma+Em_n$$

that holds for every quadratic $m$. With time measured from the end in units of $h$, the points are $0$, $-(1-\gamma)$ and $-1$. The functions $1,t,t^2$ require

$$A+B+E=0,\quad -(1-\gamma)B-E=1,\quad (1-\gamma)^2B+E=0 .$$

The last equation gives $E=-(1-\gamma)^2B$. Inserted in the second, it gives $B=-1/[\gamma(1-\gamma)]$. Hence $E=(1-\gamma)/\gamma$ and $A=(2-\gamma)/(1-\gamma)$. Dividing by $A$ gives the two stages

$$m_\gamma-\tfrac{\gamma}{2}hF_\gamma=m_n+\tfrac{\gamma}{2}hF_n,$$
$$m_1-\frac{1-\gamma}{2-\gamma}hF_1=\frac{m_\gamma-(1-\gamma)^2m_n}{\gamma(2-\gamma)} .$$

Both implicit equations have the same form if $\gamma/2=(1-\gamma)/(2-\gamma)$, that is, $\gamma^2-4\gamma+2=0$. The root between 0 and 1 is $\gamma=2-\sqrt2$. The common coefficient is $d=\gamma/2=1-1/\sqrt2$.

For the weights, note that $1-(1-\gamma)^2=\gamma(2-\gamma)$, and that the quadratic for $\gamma$ makes this equal to $2(1-\gamma)=2(\sqrt2-1)$. Subtracting $m_n$ from the second stage and inserting $m_\gamma-m_n=dh(F_n+F_\gamma)$ gives

$$m_1-m_n=h\left[\tfrac{\sqrt2}{4}(F_n+F_\gamma)+dF_1\right],$$

because $d=(\sqrt2-1)/\sqrt2$ makes $d/[2(\sqrt2-1)]=\sqrt2/4$. The weights sum to $\sqrt2/2+1-\sqrt2/2=1$, as the charge balance requires.

Each stage is solved by Newton's method. Put $k=dh$, let $r_1,r_2,r_3$ be the residuals of the three rows, $g_H,g_L$ the channel slopes, and $A_j=C(v_j)+kg_j$. The first two rows give

$$\delta v_H=\frac{-r_1+k\,\delta i}{A_H},\qquad \delta v_L=\frac{-r_2+k\,\delta i}{A_L}.$$

The third row is $k\,\delta v_H+k\,\delta v_L+(L+kR_\ell)\delta i=-r_3$, so

$$\left(L+kR_\ell+\frac{k^2}{A_H}+\frac{k^2}{A_L}\right)\delta i=-r_3+\frac{kr_1}{A_H}+\frac{kr_2}{A_L}.$$

The bracket is positive because $C>0$ and $g_j\ge0$, so the correction is defined. Charge is conserved to the accuracy with which these residuals are driven to zero, and the iteration must be converged accordingly.

## Third fault: acting on events at the next grid point

Gate commands at known times are met by dividing each interval into equal steps. The low-side turn-on at $v_L=40$ V has no known time. The naive scheme notices the crossing after the step and switches then, late by a delay $\delta$ between 0 and $h$. During the delay the channel current is wrong by a finite amount, so the charge error is proportional to $\delta$. The bound is of first order in $h$, however good the integrator, and single runs scatter because $\delta$ depends on where the crossing falls in the step.

The cure uses the one-step character of the method:

1. Take the step with the conduction modes frozen, so that $F$ is smooth within it.
2. If a voltage has crossed its level in the watched direction, solve $v(\tau)=v_{\rm level}$ for the step length $\tau$, repeating the whole step for each trial $\tau$.
3. Accept the step of length $\tau$, change the mode and continue. No history has to be rebuilt.

The error in the event time is the voltage error divided by the slope $|\dot v|$ at the crossing, hence of order $h^2$, and its effect on the later state is of the same order. The argument fails for a grazing crossing, where $\dot v\to0$, and if a voltage crosses and returns within one step, which a test of end values cannot see.

Errors are measured against an eighth-order explicit integration with its own event finder. The measure is $\sqrt{\Delta v^2+(Z_0\Delta i)^2}$ with $Z_0=\sqrt{L/C(400\ \text{V})}=6.63\ \Omega$. This is a distance in the phase plane of the ringing, so it does not vanish when the voltage error happens to pass through zero.

At 35 ns, 13 ns after the low-side turn-on, located events give 0.0458, 0.0114 and 0.00286 V for $h=0.05$, 0.025 and 0.0125 ns. Each halving divides the error by four. For the late trigger, averages were taken over seven neighbouring step sizes to spread the crossing over the step:

- near $h=0.05$ ns, the mean delay is 0.0238 ns and the mean error 0.68 V;
- near $h=0.0125$ ns, the mean delay is 0.0056 ns and the mean error 0.15 V.

The error per delay is 28 and 27 V per ns, nearly the same, as the argument demands. At the finer step the late trigger costs about fifty times the error of the located one.

The rest of the cycle turns the low side off at 60 ns and the high side on at 70 ns. After turn-off the load pulls $v_L$ from about $-1$ V towards $-2$ V at roughly $10\ \text{A}/1\ \text{nF}=10$ V/ns, which should take about 0.1 ns; reverse conduction begins at 60.092 ns. It ends at 70.782 ns, and $v_L$ later reaches a peak of 541 V. At 120 ns the errors are 0.524, 0.131 and 0.0328 V for the same three steps, so second order survives all the switching.

## What the scheme does to ringing

For $\dot m=\lambda m$ the first stage multiplies by $(1+dz)/(1-dz)$. The second gives

$$R=\frac{(1+dz)-(1-\gamma)^2(1-dz)}{\gamma(2-\gamma)(1-dz)^2}.$$

In the numerator, the constant is $1-(1-\gamma)^2=\gamma(2-\gamma)$. The coefficient of $z$ is $d[1+(1-\gamma)^2]=2\gamma d$, since $(1-\gamma)^2=1-2(1-\gamma)=2\gamma-1$. Divided by $\gamma(2-\gamma)=2(1-\gamma)$ it becomes $\gamma d/(1-\gamma)=\gamma/(2-\gamma)=\sqrt2-1=1-2d$. Therefore

$$R(z)=\frac{1+(1-2d)z}{(1-dz)^2}.$$

For $|z|\to\infty$, $R\to0$, so very fast decaying modes no longer linger. For the channel mode at $h=2$ ns, $z\approx-17.8$ and $R\approx-0.17$: the sign still alternates, but the mode dies out within a few steps. Write $a=1-2d$; since $a=\sqrt2-1=\sqrt2\,d$, we have $a^2=2d^2$.

**Lossless mode.** With $z=i\omega h$ and $s=(d\omega h)^2$,

$$|R|^2=\frac{1+2s}{(1+s)^2}=1-\left(\frac{s}{1+s}\right)^2 .$$

The last term is the fraction of ringing energy lost per step. It is positive for every step and falls as $h^4$ for small ones. At the example's frequency and $h=0.5$ ns it is $1.3\times10^{-3}$.

**Mode with loss.** Expanding $\ln R=\ln(1+az)-2\ln(1-dz)$ gives

$$\ln R=(a+2d)z+\left(d^2-\tfrac{a^2}{2}\right)z^2+\frac{a^3+2d^3}{3}z^3+\left(\frac{d^4}{2}-\frac{a^4}{4}\right)z^4+\dots$$

The first coefficient is 1 and the second vanishes, which confirms second order. With $a^4=4d^4$,

$$c_3=\frac{a^3+2d^3}{3}=0.04044,\qquad c_4=-\frac{d^4}{2}=-0.00368 .$$

For $z=(-\alpha+i\omega)h$ and $\alpha\ll\omega$, ${\rm Re}\,z^3\approx3\alpha\omega^2h^3$ and ${\rm Re}\,z^4\approx\omega^4h^4$. Taking $-{\rm Re}\ln R/h$ yields, to leading order,

$$\alpha_{\rm num}-\alpha\approx-3c_3\,\alpha\omega^2h^2+\tfrac{d^4}{2}\,\omega^4h^3,\qquad \omega_{\rm num}\approx\omega(1-c_3\omega^2h^2).$$

The two terms in the decay have opposite signs. To this order, small steps weaken the decay, and larger ones strengthen it. They cancel at

$$h_0\approx\frac{6c_3\alpha}{d^4\omega^2},\qquad \frac{2\pi}{\omega h_0}\approx0.19\,\frac{\omega}{\alpha}\ \text{steps per period}.$$

As $\alpha\to0$, $h_0\to0$ and the lossless result returns: every step damps. In the other direction the formula holds only for lightly damped modes: near $\alpha/\omega=0.09$ the full $R(\lambda h)$ has no neutral step at all.

With the high side on, linearizing the circuit gives $\alpha=0.03108$ per ns and $\omega=1.3255$ rad/ns, or 211 MHz. Both agree with simple estimates: $(R_\ell+1/g)/(2L)=0.3125/10=0.031$ per ns, and $1/\sqrt{LC}=1/\sqrt{5\times0.11406}=1.324$ rad/ns, with $C$ taken at the operating voltage $v_L=397$ V. The nonlinear scheme was then started 0.01 V away from equilibrium. Its decay and frequency were read from the recurrence $y_{n+2}=py_{n+1}-qy_n$, where $q=|R|^2$ and $p=2\,{\rm Re}\,R$.

| $h$ (ns) | steps per period | decay (1/ns) | frequency (MHz) |
|---|---|---|---|
| 0.125 | 37.9 | 0.03100 | 210.7 |
| 0.25 | 19.0 | 0.03085 | 210.0 |
| 0.5 | 9.5 | 0.03083 | 207.3 |
| 1 | 4.7 | 0.03435 | 197.7 |
| 2 | 2.4 | 0.05530 | 170.9 |

The decays agree with $R(\lambda h)$ to all digits shown. Up to 0.5 ns the decay is too weak, by about 1 per cent at most; at 1 ns it is 11 per cent too strong, and at 2 ns 78 per cent. The neutral step from the full $R$ is 0.598 ns, against 0.583 ns from the leading formula.

A correct decay rate is no proof of a correct waveform. At 0.5 ns the amplitude after 50 ns is only 1.2 per cent too large, but the frequency is low by 3.6 MHz, which over 50 ns is 0.18 of a period, or 65 degrees. At 0.25 ns the lag is still 17 degrees. For this mode the phase, which errs at order $h^2$ even without loss, sets the step if the waveform matters. If only the envelope matters, about eight steps per period suffice here. The ringing law itself is linear: at large amplitude, $C(v)$ varies within the period and $\lambda$ is no longer a single number.

## Beside real devices

A 400 V bus, 10 A, a few nanohenries and 0.1 $\Omega$ are plausible for a compact converter with wide-gap transistors. The model's output charge of 105 nC at 400 V is high: a lateral gallium nitride transistor of this on-resistance stores a few times less. The ringing frequency depends on the capacitance at the bus voltage; if that is smaller too, the ringing is faster and needs a smaller step. Turning on at 40 V was chosen to make a clear current jump; a zero-voltage design would wait longer.

The instantaneous gate is a strong idealization. With it, the simulated node voltage peaks 141 V above the supply. A real gate takes a finite time to bring the channel into conduction, which changes how the loop is excited, so this overshoot belongs to the model and is not a forecast for a converter. Loop resistance also rises with frequency through the skin effect. If that doubled $\alpha$, the leading formula would double the neutral step, to about four steps per period, where the series is no longer reliable and the full $R(\lambda h)$ should be used. The numerical output follows.

## Table of computed values

```
bus 400 V, load 10 A, loop 5 nH, 0.2 ohm
C_a 0.1 nF, C_b 0.9 nF, V_0 50 V; trigger 40 V
R_on 0.1 ohm, I_sat 30 A, V_f 2.0 V, R_rev 0.2 ohm
gate commands (ns): high off 5, low off 60, high on 70; end 120
C(400 V) = 0.11385 nF, Q(400 V) = 105.090 nC
ringing impedance sqrt(L/C) = 6.627 ohm
reference event: low side -> on at 22.012421 ns
reference event: low side -> rev at 60.091722 ns
reference event: low side -> off at 70.782163 ns
h 0.05 ns: error at 35 ns 4.579e-02 V, at 120 ns 5.237e-01 V, event time 3.46e-04 ns
h 0.025 ns: error at 35 ns 1.144e-02 V, at 120 ns 1.311e-01 V, event time 8.64e-05 ns
h 0.0125 ns: error at 35 ns 2.861e-03 V, at 120 ns 3.277e-02 V, event time 2.16e-05 ns
observed order at 35 ns 2.000, at 120 ns 2.000
peak low-side voltage (h 0.0125 ns) 540.67 V
late trigger, h near 0.05 ns: mean delay 0.02383 ns, mean error at 35 ns 6.775e-01 V, 28.44 V per ns
late trigger, h near 0.0125 ns: mean delay 0.00559 ns, mean error at 35 ns 1.516e-01 V, 27.11 V per ns
late-trigger error ratio for 4 times smaller h: 4.47
charge form, h 0.1 ns: node charge defect 1.99e-13 nC of 170.110 nC
charge form, h 0.05 ns: node charge defect 1.82e-12 nC of 170.121 nC
voltage form, h 0.1 ns: node charge defect 9.15e-04 nC of 170.109 nC
voltage form, h 0.05 ns: node charge defect 2.28e-04 nC of 170.121 nC
order of the voltage-form defect 2.00
log R coefficients: c3 = 0.040440, c4 = -0.003680
ringing: decay 0.031081 /ns, omega 1.325498 rad/ns, 210.96 MHz
ringing period 4.7402 ns, alpha/omega 0.02345
h ns | steps/period | decay run, formula /ns | MHz run | amp. ratio 50 ns
0.125 |  37.92 | 0.031000, 0.031000 | 210.73 | 1.0041
0.250 |  18.96 | 0.030847, 0.030847 | 210.03 | 1.0118
0.500 |   9.48 | 0.030834, 0.030834 | 207.33 | 1.0125
1.000 |   4.74 | 0.034348, 0.034348 | 197.69 | 0.8493
2.000 |   2.37 | 0.055295, 0.055295 | 170.94 | 0.2980
decay shift at h 0.125 ns: exact R -8.1104e-05, leading -8.1332e-05 /ns
neutral step 0.5980 ns (7.93 steps per period), leading estimate 0.5833 ns
lossless mode, h 0.5 ns: energy lost per step 1.319e-03
```
